# Field enhancement in flat and spherical gas voids in an encapsulant: a program that tests the result

```python
# Result under test: a gas void in an encapsulant of relative permittivity 3
# has field enhancement A = E_void/E0 equal to 3 for a vanishingly thin void
# with faces perpendicular to the remote field E0, and 9/7 for a sphere.
# Oblate spheroid: A = eps/(eps - N*(eps - 1)), N = depolarization factor
# along the short axis. Steady conduction, insulating gas: A = 1/(1 - N).
# Lengths are in mm, fields in kV/mm, voltages in V or kV as labelled.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import epsilon_0, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def enhancement(k_out, N, k_in=1.0):
    return k_out / (k_out + N * (k_in - k_out))


def depolarization(ratio):
    """Closed form for an oblate spheroid, ratio = short/long axis < 1."""
    xi = ratio / np.sqrt(1 - ratio**2)
    return (1 + xi**2) * (1 - xi * np.arctan2(1.0, xi))


def coulomb_factor(ratio, height_fraction):
    """Axial field of the surface charge of a uniformly polarized spheroid."""
    z0 = height_fraction * ratio

    def ring(theta):
        rho, z = np.sin(theta), ratio * np.cos(theta)
        top = (z - z0) / (rho**2 + (z - z0)**2)**1.5
        bottom = (z + z0) / (rho**2 + (z + z0)**2)**1.5
        return 0.5 * rho * np.cos(theta) * (top + bottom)
    return quad(ring, 0, np.pi / 2, points=[0.02, 0.1, 0.4],
                limit=400, epsabs=1e-10)[0]


def radial_enhancement(ratio, k_out, k_in):
    """Integrate Laplace's equation outward in oblate coordinates."""
    xi0 = ratio / np.sqrt(1 - ratio**2)
    start = [xi0, (1 + xi0**2) * k_in / k_out]
    end = 1000.0
    sol = solve_ivp(lambda x, y: [y[1] / (1 + x * x), 2 * y[0]],
                    (xi0, end), start, rtol=1e-10, atol=1e-12)
    return end / sol.y[0, -1]


def grid_edges(inner, outer, n_inner, n_outer=60, stretch=5.0):
    s = np.linspace(0, 1, n_outer + 1)[1:]
    outside = inner + (outer - inner) * np.expm1(stretch * s) / np.expm1(stretch)
    return np.concatenate([np.linspace(0, inner, n_inner + 1), outside])


def centre_field(eps, radius, half_height, wall_r, wall_z, sphere=False):
    """Finite-volume field at the void centre, for unit applied field.
    The midplane is at zero potential and the electrode is at z = wall_z."""
    re = grid_edges(radius, wall_r, 60)
    ze = grid_edges(half_height, wall_z, 60 if sphere else 10)
    dr, dz = np.diff(re), np.diff(ze)
    r, z = (re[1:] + re[:-1]) / 2, (ze[1:] + ze[:-1]) / 2
    R, Z = np.meshgrid(r, z, indexing="ij")
    if sphere:
        void = R**2 + Z**2 < radius**2
    else:
        void = (R < radius) & (Z < half_height)
    k = np.where(void, 1.0, eps)
    half_r, half_z = dr[:, None] / (2 * k), dz[None, :] / (2 * k)
    area_z = np.diff(re**2)[:, None] / 2
    g_r = re[1:-1, None] * dz[None, :] / (half_r[:-1] + half_r[1:])
    g_z = area_z / (half_z[:, :-1] + half_z[:, 1:])
    index = np.arange(k.size).reshape(k.shape)
    i = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    j = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([g_r.ravel(), g_z.ravel()])
    diagonal = np.bincount(i, g, k.size) + np.bincount(j, g, k.size)
    bottom, top = index[:, 0], index[:, -1]
    g_bottom = area_z[:, 0] / half_z[:, 0]
    g_top = area_z[:, 0] / half_z[:, -1]
    diagonal[bottom] += g_bottom
    diagonal[top] += g_top
    source = np.zeros(k.size)
    source[top] = g_top * wall_z
    every = index.ravel()
    matrix = coo_matrix((np.concatenate([diagonal, -g, -g]),
                         (np.concatenate([every, i, j]),
                          np.concatenate([every, j, i])))).tocsc()
    phi = spsolve(matrix, source)
    return phi[index[0, 0]] / z[0]


def paschen(pd, a_gas, b_gas, gamma):
    return b_gas * pd / np.log(a_gas * pd / np.log(1 + 1 / gamma))


# Inputs: round geometry and rough typical material values
eps = 3.0
gap, peak_kV, frequency = 2.0, 10.0, 50.0
height, diameter = 0.05, 1.0
pressure = 760.0                         # Torr
a_gas, b_gas, gamma = 15.0, 365.0, 0.01  # 1/(cm Torr), V/(cm Torr), 1
resistivity = 1e13                       # ohm cm, warm gel
gel_strength = 15.0                      # kV/mm
gas_eps = 1.0006
cool_C, hot_C = 20.0, 150.0
E0 = peak_kV / gap
ratio = height / diameter

# Sphere: exact symbolic matching of potential and normal displacement
A, B, radius, x = sp.symbols("A B radius x", positive=True)
inside, outside = A * x, x + B / x**2
match = sp.solve([(inside - outside).subs(x, radius),
                  (sp.diff(inside, x) - 3 * sp.diff(outside, x)).subs(x, radius)],
                 [A, B], dict=True)[0]
assert sp.simplify(match[A] - sp.Rational(9, 7)) == 0
A_sphere = enhancement(eps, 1 / 3)
A_thin = enhancement(eps, 1.0)
assert abs(A_sphere - float(match[A])) < 1e-12

# Both shapes from Laplace's equation on a grid; the tolerances cover the
# stepped sphere surface and the small but finite thickness of the disc
grid_sphere = centre_field(eps, 1.0, 1.0, 8.0, 8.0, sphere=True)
grid_thin = centre_field(eps, diameter / 2, 0.0025, 4.0, gap / 2)
grid_flat = centre_field(eps, diameter / 2, height / 2, 4.0, gap / 2)
grid_far = centre_field(eps, diameter / 2, height / 2, 4.0, 2 * gap)
assert abs(grid_sphere / A_sphere - 1) < 0.02
assert abs(grid_thin - A_thin) < 0.05

# Finite-thickness spheroid
N = depolarization(ratio)
for fraction in (0.0, 0.5):
    assert abs(coulomb_factor(ratio, fraction) - N) < 1e-6
assert abs(coulomb_factor(1.0, 0.5) - 1 / 3) < 1e-6
A_spheroid = enhancement(eps, N)
assert abs(radial_enhancement(ratio, eps, 1.0) - A_spheroid) < 1e-5
assert A_spheroid < grid_flat < grid_thin < A_thin
electrode_change = 100 * (grid_flat / grid_far - 1)
assert abs(electrode_change) < 1.0

# Conduction in the gel, insulating gas and void wall
sigma = 100 / resistivity                # S/m
dc_sphere, dc_spheroid = 1 / (1 - 1 / 3), 1 / (1 - N)
assert abs(radial_enhancement(ratio, 1.0, 0.0) / dc_spheroid - 1) < 1e-5
taus = []
for factor, early, late in ((1 / 3, A_sphere, dc_sphere),
                            (N, A_spheroid, dc_spheroid)):
    tau = epsilon_0 * ((1 - factor) * eps + factor) / ((1 - factor) * sigma)
    step = mp.invertlaplace(
        lambda s: enhancement(eps + sigma / (s * epsilon_0), factor) / s,
        tau, method="talbot")
    assert abs(float(mp.re(step)) - (late + (early - late) / np.e)) < 1e-5
    taus.append(tau)
lossy = eps - 1j * sigma / (2 * np.pi * frequency * epsilon_0)
loss_change = 100 * (abs(enhancement(lossy, N)) / A_spheroid - 1)
gas_change = 100 * (enhancement(eps, 1.0, gas_eps) / A_thin - 1)

# Gas breakdown, with the Townsend criterion solved numerically as a check
pd = pressure * height / 10              # Torr cm
pd_hot = pd * (cool_C + zero_Celsius) / (hot_C + zero_Celsius)
breakdown = []
for product in (pd, pd_hot):
    volts = paschen(product, a_gas, b_gas, gamma)
    root = brentq(lambda v: a_gas * product * np.exp(-b_gas * product / v)
                  - np.log(1 + 1 / gamma), 20, 1e5)
    assert abs(root / volts - 1) < 1e-8
    breakdown.append(volts)
E_break = breakdown[0] / height / 1000
E_break_hot = breakdown[1] / height / 1000
assert A_sphere * E0 < E_break < A_spheroid * E0
assert grid_flat * E0 > E_break
assert dc_sphere * E0 < E_break_hot

print(f"encapsulant relative permittivity: {eps:.1f}")
print(f"gel gap: {gap:.1f} mm")
print(f"peak voltage: {peak_kV:.1f} kV")
print(f"frequency: {frequency:.0f} Hz")
print(f"remote field E0: {E0:.2f} kV/mm")
print(f"height of both voids: {height:.3f} mm")
print(f"flat void diameter: {diameter:.2f} mm")
print(f"flat void height/diameter: {ratio:.3f}")
print(f"ideal thin-void enhancement: {A_thin:.4f}")
print(f"sphere enhancement: {A_sphere:.4f} = {match[A]}")
print(f"thin/sphere field ratio: {A_thin / A_sphere:.4f}")
print(f"grid solution, sphere: {grid_sphere:.4f}")
print(f"grid solution, disc of height/diameter 0.005: {grid_thin:.4f}")
print(f"ideal thin-void field: {A_thin * E0:.2f} kV/mm")
print(f"sphere field: {A_sphere * E0:.2f} kV/mm")
print(f"ideal thin-void voltage: {A_thin * E0 * height * 1000:.0f} V")
print(f"sphere voltage: {A_sphere * E0 * height * 1000:.0f} V")
print(f"spheroid depolarization factor N: {N:.4f}")
print(f"spheroid enhancement: {A_spheroid:.3f}")
print(f"spheroid field: {A_spheroid * E0:.2f} kV/mm")
print(f"flat-faced disc enhancement at centre: {grid_flat:.3f}")
print(f"flat-faced disc field at centre: {grid_flat * E0:.2f} kV/mm")
print(f"gas pressure: {pressure:.0f} Torr")
print(f"rough gas coefficient A_g: {a_gas:.0f} 1/(cm Torr)")
print(f"rough gas coefficient B_g: {b_gas:.0f} V/(cm Torr)")
print(f"rough secondary emission gamma: {gamma:.2f}")
print(f"pressure times height: {pd:.2f} Torr cm")
print(f"Paschen voltage at {cool_C:.0f} C: {breakdown[0]:.0f} V")
print(f"gas breakdown field at {cool_C:.0f} C: {E_break:.2f} kV/mm")
print(f"inception E0, ideal thin void: {E_break / A_thin:.2f} kV/mm")
print(f"inception E0, spheroid: {E_break / A_spheroid:.2f} kV/mm")
print(f"inception E0, sphere: {E_break / A_sphere:.2f} kV/mm")
print(f"vented void, Paschen voltage at {hot_C:.0f} C: {breakdown[1]:.0f} V")
print(f"vented void, breakdown field at {hot_C:.0f} C: {E_break_hot:.2f} kV/mm")
print(f"electrode effect, gap 2 mm against 8 mm: {electrode_change:.2f} %")
print(f"gas permittivity used for correction: {gas_eps:.4f}")
print(f"gas permittivity effect, thin void: {gas_change:.3f} %")
print(f"rough warm gel resistivity: {resistivity:.0e} ohm cm")
print(f"gel conduction effect at 50 Hz, spheroid: {loss_change:.1e} %")
print(f"steady-voltage enhancement, sphere: {dc_sphere:.3f}")
print(f"steady-voltage enhancement, spheroid: {dc_spheroid:.2f}")
print(f"steady-voltage field, sphere: {dc_sphere * E0:.2f} kV/mm")
print(f"steady-voltage field, spheroid, no discharge: {dc_spheroid * E0:.1f} kV/mm")
print(f"relaxation time, sphere: {taus[0]:.2f} s")
print(f"relaxation time, spheroid: {taus[1]:.1f} s")
print(f"rough gel strength: {gel_strength:.0f} kV/mm")
print(f"spheroid rim gel field/gel strength: {A_spheroid * E0 / gel_strength:.2f}")
print("all assertions hold")
```

It prints:

```
encapsulant relative permittivity: 3.0
gel gap: 2.0 mm
peak voltage: 10.0 kV
frequency: 50 Hz
remote field E0: 5.00 kV/mm
height of both voids: 0.050 mm
flat void diameter: 1.00 mm
flat void height/diameter: 0.050
ideal thin-void enhancement: 3.0000
sphere enhancement: 1.2857 = 9/7
thin/sphere field ratio: 2.3333
grid solution, sphere: 1.2877
grid solution, disc of height/diameter 0.005: 2.9687
ideal thin-void field: 15.00 kV/mm
sphere field: 6.43 kV/mm
ideal thin-void voltage: 750 V
sphere voltage: 321 V
spheroid depolarization factor N: 0.9262
spheroid enhancement: 2.614
spheroid field: 13.07 kV/mm
flat-faced disc enhancement at centre: 2.695
flat-faced disc field at centre: 13.48 kV/mm
gas pressure: 760 Torr
rough gas coefficient A_g: 15 1/(cm Torr)
rough gas coefficient B_g: 365 V/(cm Torr)
rough secondary emission gamma: 0.01
pressure times height: 3.80 Torr cm
Paschen voltage at 20 C: 552 V
gas breakdown field at 20 C: 11.04 kV/mm
inception E0, ideal thin void: 3.68 kV/mm
inception E0, spheroid: 4.22 kV/mm
inception E0, sphere: 8.58 kV/mm
vented void, Paschen voltage at 150 C: 448 V
vented void, breakdown field at 150 C: 8.95 kV/mm
electrode effect, gap 2 mm against 8 mm: -0.28 %
gas permittivity used for correction: 1.0006
gas permittivity effect, thin void: -0.060 %
rough warm gel resistivity: 1e+13 ohm cm
gel conduction effect at 50 Hz, spheroid: 6.9e-05 %
steady-voltage enhancement, sphere: 1.500
steady-voltage enhancement, spheroid: 13.55
steady-voltage field, sphere: 7.50 kV/mm
steady-voltage field, spheroid, no discharge: 67.7 kV/mm
relaxation time, sphere: 3.10 s
relaxation time, spheroid: 13.8 s
rough gel strength: 15 kV/mm
spheroid rim gel field/gel strength: 0.87
all assertions hold
```
